Exchange Tails of Occupied and Unoccupied Orbitals in a Global Hybrid

**Problem**

An atom has nuclear charge Ze and N electrons in closed shells 1s²2s²2p⁶, with net charge number Q = Z − N. The treatment is non-relativistic and spin-restricted. Write k = e²/(4πε₀) and a₀ = ħ²/(mk). A global hybrid takes the fraction a of Fock exchange, the fraction 1 − a of semilocal (SL) exchange, and semilocal correlation:

E_xc = a E_x^F + (1 − a) E_x^SL + E_c

E_x^F = −(k/2) Σ_σ Σ_ij ∫∫ φ_i*(r) φ_j(r) φ_j*(r′) φ_i(r′)/|r − r′| d³r d³r′

with i and j running over occupied orbitals of spin σ. Hartree-Fock (HF) is a = 1, E_c = 0. In E_x^F the function φ_i* occurs once in the place of i and once in the place of j. The two terms of δE_x^F/δφ_i* are equal after relabelling and cancel the factor 1/2, so the generalized Kohn-Sham equation is

[−ħ²∇²/(2m) − Zk/r + v_H + (1 − a)v_x^SL + v_c + aK] φ = ε φ

(Kχ)(r) = −k Σ_j φ_j(r) ∫ φ_j*(r′) χ(r′)/|r − r′| d³r′

The exchange potential seen by a function χ is defined as aKχ/χ, away from the nodes of χ. Find its large-r form and the 1/r term of the total potential (a) for the highest occupied shell, (b) for a deeper occupied shell, (c) for an unoccupied orbital. (d) Evaluate the results for Ne in HF, Ne in LDA0 (a = 1/4, Slater exchange, PW92 correlation) and Na⁺ in HF.

**A tempting solution**

With γ(r,r′) = Σ_j φ_j(r)φ_j*(r′) and ρ_σ(r) = γ(r,r), the exchange hole is −|γ(r,r′)|²/ρ_σ(r). Orthonormality gives ∫|γ(r,r′)|² d³r′ = ρ_σ(r), so the hole contains −1 electron. For large r the hole stays behind on the atom and its potential is −k/r. Exchange therefore adds −ak/r, while nucleus and Hartree term give −Qk/r. All orbitals are eigenfunctions of one operator, so all of them see −(Q + a)k/r. Each occupied orbital then decays with its own eigenvalue, and the unoccupied HF orbitals of Ne form a Rydberg series in −k/r.

**The fault**

The sum rule is right. The step from "one operator" to "one potential" is not, because K does not multiply by a function of r. The potential of the hole above is

−k ∫ |γ(r,r′)|²/(ρ_σ(r)|r − r′|) d³r′ = Σ_i φ_i*(r)(Kφ_i)(r)/ρ_σ(r)

which is the average of Kφ_i/φ_i over occupied orbitals with weights |φ_i|²/ρ_σ. Unoccupied orbitals do not enter it, and an occupied orbital whose weight vanishes at large r can depart from it. The hole that belongs to a given χ is read from the definition of K:

Kχ/χ = k ∫ h_χ(r,r′)/|r − r′| d³r′,  h_χ = −Σ_j [φ_j(r)/χ(r)] φ_j*(r′) χ(r′)

∫ h_χ d³r′ = −Σ_j φ_j(r)⟨φ_j|χ⟩/χ(r)

This charge is −1 for an occupied orbital and 0 for an unoccupied one, which is orthogonal to all φ_j. A 2^L-pole moment of h_χ contributes to the potential in proportion to that moment divided by r^(L+1), so a charge of −1 fixes the tail if each such moment with L ≥ 1 grows more slowly than r^L. This is not guaranteed, because the moments carry the ratios φ_j(r)/χ(r), which can grow with r.

**Radial form of K**

Put φ_j = (u_j/r)Y_{l_j m_j} and χ → (χ/r)Y_lm, with real radial functions and ∫u_j² dr = 1. Let θ be the angle between r and r′. Three identities are needed: the expansion 1/|r − r′| = Σ_L (r_<^L/r_>^(L+1)) P_L(cos θ), the closed-shell sum Σ_m Y_{l_j m}(r̂)Y*_{l_j m}(r̂′) = (2l_j + 1)P_{l_j}(cos θ)/(4π), and the projection ∫P_λ(cos θ)Y_lm(r̂′)dΩ′ = δ_λl 4π Y_lm(r̂)/(2l + 1). Expand P_L P_{l_j} = Σ_λ A_λ P_λ with A_λ = ((2λ + 1)/2)∫P_λ P_L P_{l_j} dx over −1 ≤ x ≤ 1. The projection keeps λ = l, and the factors 4π and 2l + 1 cancel:

Kχ = −k Σ_j Σ_L c(l,L,l_j) u_j(r) V_L(r),  c = ((2l_j + 1)/2) ∫ P_l P_L P_{l_j} dx

V_L(r) = ∫ u_j(r′) χ(r′) r_<^L/r_>^(L+1) dr′

where j now labels shells. With ∫x²dx = 2/3 and ∫x⁴dx = 2/5:

c(0,0,0) = 1,  c(1,0,1) = (3/2)(2/3) = 1,  c(0,1,1) = (3/2)(2/3) = 1

c(1,1,0) = (1/2)(2/3) = 1/3,  c(1,2,1) = (3/2)(1/2)(6/5 − 2/3) = 2/5

Orthogonality of the P_l makes c(l,0,l_j) vanish unless l = l_j. Adding and subtracting the part r′ > r of the first piece of V_L gives

V_L = M_L/r^(L+1) − ∫_r^∞ u_j χ [r′^L/r^(L+1) − r^L/r′^(L+1)] dr′,  M_L = ∫₀^∞ u_j χ r^L dr

The second term falls exponentially with u_j χ. The monopole M₀ is the radial overlap. The same split applied to the spherical density gives v_H = Nk/r up to exponentially small terms, so nucleus and Hartree term sum to −Qk/r.

**Semilocal terms**

For a spin density ρ_σ and g = |dρ_σ/dr| = −dρ_σ/dr, vary ∫4πr² f(ρ_σ, g) dr and integrate by parts. The sign of g turns the usual minus into a plus:

v = ∂f/∂ρ_σ + r⁻² d(r² ∂f/∂g)/dr

Slater exchange has f = −(3/4)k(6/π)^(1/3) ρ_σ^(4/3), hence v = −k(6ρ_σ/π)^(1/3), which falls exponentially. The PW92 energy per electron has the form −2A(1 + α₁r_s) ln[1 + 1/(2A(… + β₄r_s²))], which at large r_s tends to −α₁/(β₄r_s) ∝ ρ^(1/3), and its potential falls in the same way.

Take ρ_σ ∝ e^(−αr), so that g = αρ_σ and x = g/ρ_σ^(4/3) grows as e^(αr/3). PBE multiplies the Slater f by 1 + κ_P − κ_P/(1 + μs²/κ_P) with s ∝ x and κ_P = 0.804. At large s the last term adds to f a piece ∝ ρ_σ^(4/3)/x² = ρ_σ⁴/g², whose two contributions to v are of order ρ_σ and negligible beside ρ_σ^(1/3). So v tends to (1 + κ_P) times the Slater potential. The B88 correction is −kbρ_σ^(4/3)x²/(1 + 6b x asinh x), which at large x becomes f = −kg/(6Λ) with Λ = ln 2x. Since ∂Λ/∂ρ_σ = −4/(3ρ_σ), ∂Λ/∂g = 1/g and dΛ/dr = α/3,

∂f/∂ρ_σ = −2kα/(9Λ²),  ∂f/∂g = −k/(6Λ) + k/(6Λ²)

v = −2kα/(9Λ²) − k/(3rΛ) + kα/(18Λ²) + O(r⁻³)

With Λ ≈ αr/3 the three terms are (−2 − 1 + 1/2)k/(αr²), so v → −5k/(2αr²). None of these potentials has a 1/r term, so the 1/r terms found below hold for all of them. The Whittaker form of u_p and the spectrum and box levels of a neutral atom need exponentially small semilocal parts and do not carry over to B88. The program tests both GGA limits on a model density with α = 41.34 nm⁻¹. It finds a PBE ratio of 1.804000 and αr²v/k = −2.4992 for B88 at 10⁴a₀. At 30a₀ = 1587.5 pm B88 still gives rv/k = −0.034 for this model density (−0.031 with the amplitude and power prefactor of the Ne LDA0 2p tail), so its tail is not negligible at that distance.

**Coupled tails of the 2p and s shells**

Let u_p be the 2p function, ħκ = √(−2mε_p), and for each s shell define d_s = ∫u_s r u_p dr and Δ_s = ε_p − ε_s > 0. The semilocal terms are taken as exponentially small. The far-field forms are

aKu_p = −ak{u_p[1/r + (2/5)⟨r²⟩/r³] + (1/3)Σ_s u_s d_s/r²}

aKu_s = −ak{u_s/r + u_p d_s/r²}

where ⟨r²⟩ = ∫u_p² r² dr. The other s shell is absent from the second line because its M₀ is zero. Assume u_s/u_p = O(r⁻²), to be confirmed below. The p equation is then

u_p″ = [κ² − 2(Q + a)/(a₀r) + 2/r² + O(r⁻³)] u_p

using mk/ħ² = 1/a₀. With y = u_p′/u_p this reads y′ + y² = bracket. Insert y = −κ + β/r + O(r⁻²). The term y′ is O(r⁻²), and the 1/r terms give −2κβ = −2(Q + a)/a₀:

β = (Q + a)/(κa₀),  u_p ~ r^β e^(−κr)

In z = 2κr, without the r⁻³ terms, the equation is u″ = [1/4 − β/z + 2/z²]u, Whittaker's equation with decaying solution W_{β,3/2}(2κr).

The s equation has u_p as a source:

−(ħ²/2m)u_s″ − [(Q + a)k/r + ε_s]u_s = ak d_s u_p/r²

Put u_s = w u_p, so that u_s″ = w″u_p + 2w′u_p′ + w u_p″. Replace −(ħ²/2m)u_p″ by [ε_p + (Q + a)k/r − ħ²/(mr²)]u_p, which cancels the 1/r terms, and divide by u_p:

−(ħ²/2m)w″ − (ħ²/m) y w′ + [Δ_s − ħ²/(mr²)] w = ak d_s/r²

Insert w = (A/r²)(1 + B/r + C/r²), for which w′ = −2A/r³ − 3AB/r⁴ and w″ = 6A/r⁴ to the order needed, and match powers:

r⁻²: Δ_s A = ak d_s

r⁻³: −2ħ²κA/m + Δ_s AB = 0,  B = 2ħ²κ/(mΔ_s)

r⁻⁴: (ħ²A/m)(−3 − 3κB + 2β − 1) + Δ_s AC = 0,  C = (ħ²/mΔ_s)(3κB + 4 − 2β)

The homogeneous solution u_s ∝ e^(−κ_s r) (powers of r are omitted in this sentence), with ħκ_s = √(−2mε_s) > ħκ, adds to w a term ∝ e^(−(κ_s − κ)r), which eventually falls below A/r² when a d_s ≠ 0. The assumption w = O(r⁻²) is confirmed.

**(a) Highest shell**

Insert u_s/u_p = A/r²:

aKu_p/u_p = −ak[1/r + (2/5)⟨r²⟩/r³ + ak Σ_s d_s²/(3Δ_s r⁴) + O(r⁻⁵)]

The highest shell sees −ak/r from exchange and −(Q + a)k/r in total. The term comes from the monopole of the orbital with itself and removes the fraction a of its own repulsion in v_H. For a = 1 and Q = 0 an outgoing electron sees a singly charged ion, and for a = 0 it sees a neutral object.

**(b) Deeper shell**

aKu_s/u_s = −ak/r − ak d_s/(r²w) = −ak/r − Δ_s/(1 + B/r + …)

The self term −ak/r is present, but the ratio tends to the constant −Δ_s. The energy measured from this plateau is ε_s + Δ_s = ε_p, in accord with u_s inheriting e^(−κr). Here the dipole of h_χ grows as u_p/u_s ∝ r², which is the second fault of the tempting solution. The hole average is undisturbed at order 1/r, since the plateau enters it with a weight ∝ w² ∝ r⁻⁴. As a → 0 the amplitude A shrinks, and the radius beyond which it outweighs the homogeneous term moves outward.

If s shells alone are occupied, a higher shell h acts on u_i through u_h V₀ with M₀ = 0. The remainder integral makes V₀ of order u_h u_i, so the term is of order u_h² relative to u_i, and −ak/r is the whole algebraic tail of each orbital. This case is derived here and not computed. The statement that the occupied orbitals have a −ak/r exchange tail thus holds for the highest shell, for atoms with s shells alone, and for the self term of any shell.

**(c) Unoccupied orbital**

Let ψ have ε > ε_p. Its monopoles vanish, by radial orthogonality for l = l_j and by c = 0 otherwise. For an s orbital the L = 1 term with the 2p shell remains:

aKψ → −ak u_p d_v/r²,  d_v = ∫u_p r ψ dr

For any l each term of Kψ carries a factor u_j(r), and u_j falls as e^(−κr) or faster. A bound ψ falls as e^(−κ_v r) with κ_v < κ, and an unbound one does not fall exponentially. Therefore aKψ/ψ is exponentially small away from nodes. The slower decay suffices for this, and orthogonality further removes the 1/r prefactor. The total tail is −Qk/r for any a, and for a neutral atom it has no 1/r term. In HF the reason is physical: adding an electron in ψ with frozen orbitals costs its one-electron energy plus its Coulomb and exchange energy with the N electrons present, which is ε, so ψ describes an extra electron facing all N. The decay argument for aKψ/ψ needs ε > ε_p and fails for an empty level below the highest occupied one. The radial forms need closed shells.

For the spectrum, take normalized trial functions R^(−1/2)f(r/R) that vanish outside R < r < 2R. The kinetic energy, centrifugal part included, scales as R⁻², and a tail −Qk/r contributes −Qk⟨·⟩/R, which wins at large R if Q > 0. Functions with R = R₀, 2R₀, 4R₀, … do not overlap, so the local operator is diagonal among them. K can only lower energies, because ⟨χ|K|χ⟩ is minus a sum of Coulomb self-energies of the products φ_j*χ. The min-max principle then gives infinitely many bound levels. Outside the core the equation is hydrogenic, and the core enters through a quantum defect δ defined by ε = −Q²k/[2a₀(n − δ)²]. For Q = 0 with exponentially small potentials the kinetic energy wins at large R and this mechanism is absent. Whether a few compact levels are bound is left to calculation. A B88 tail scales as R⁻², like the kinetic energy, so the size of its coefficient decides. With an exponentially small correlation potential, the s equation at ε = 0 outside the core is ψ″ = −γψ/r² with γ = 5(1 − a)/(αa₀). For γ > 1/4 it is solved by r^(1/2) cos[√(γ − 1/4) ln r + φ], which has infinitely many nodes, so infinitely many s levels are bound, though not in a Rydberg series. The model value α = 41.34 nm⁻¹ with a = 1/4 gives γ = 1.71.

With exponentially small semilocal potentials, an unbound s level of a neutral atom obeys ψ″ = −η²ψ outside the core, with ε = ħ²η²/(2m). Write ψ ∝ sin[η(r − b)]. A wall at R with no outer node requires η(R − b) = π:

ε = ħ²π²/[2m(R − b)²]

As η → 0, ψ ∝ r − b with b fixed by the core, so b should be nearly independent of R when ηb is small.

**(d) Numbers**

The program solves the radial equations on a grid with a wall at 40a₀ and obtains the V_L from the Poisson equation, not from the moments. Its Ne energies, −560.4325 aJ (HF) and −560.1902 aJ (LDA0), are tested against a Gaussian-basis calculation and agree in the printed digits. Below, k/a₀ = ħ²/(ma₀²) = 4.359745 aJ, a₀ = 52.9177 pm and k = 230.708 aJ pm.

For the 2p shell of Ne in HF, κa₀ = 24.6450 × 0.0529177 = 1.3042 and β = 1/1.3042 = 0.7668. At 20a₀ = 1058.4 pm:

(2/5)⟨r²⟩/r² = 0.4 × 3440.0/1058.4² = 0.001228

Σ d_s²/Δ_s = 47.78²/4.7084 + 4.66²/139.17 = 484.9 + 0.2 = 485.0 pm²/aJ

k × 485.0/(3r³) = 230.708 × 485.0/(3 × 1058.4³) = 0.000031

The sum gives r aKu_p/(ku_p) = −1.001260 against the computed −1.001265. At 30a₀, where the program tests that the residual is below a quarter of the last term kept, the pair is −1.000555 and −1.000556, a potential of −0.14541 aJ = −0.9076 eV. LDA0 gives −0.250142 on both sides, or −0.03635 aJ = −0.2269 eV. At 10a₀ the HF values −1.005166 and −1.005374 differ by nearly the size of the last term, so the series has not settled there.

A test that uses the orbital shape and eigenvalue alone fits the charge Q + a in W_{β,3/2} to u_p(30a₀)/u_p(20a₀). It returns 1.0008, 0.2502 and 2.0006 for the three systems, against 1, 0.25 and 2. The excess follows from the omitted term δV = −(2/5)ak⟨r²⟩/r³. It shifts y by δy with −2κδy = 2mδV/ħ², so δy = (2/5)a⟨r²⟩/(κa₀r³). Equating ∫δy dr to δQ ln(r₂/r₁)/(κa₀) gives

δQ = (a⟨r²⟩/5)(r₁⁻² − r₂⁻²)/ln(r₂/r₁) = a⟨r²⟩ × 2.446×10⁻⁷ pm⁻²

which is 0.0008 for ⟨r²⟩ = 3440.0 pm², 0.0002 for a = 1/4 with 3559.7 pm², and 0.0006 for 2284.7 pm².

For the 2s shell of Ne in HF at 30a₀, ħ²/(mΔ_s a₀²) = 4.359745/4.7084 = 0.92595, and

A/r² = 0.92595 × (47.78/52.9177)/900 = 9.289×10⁻⁴

B/r = 2 × 1.3042 × 0.92595/30 = 0.0805,  w = 9.289×10⁻⁴ × 1.0805 = 1.0037×10⁻³

The computed ratio 1.0182×10⁻³ is 1.4 % above this value. The next term is C/r² = 0.92595 × (9.449 + 4 − 1.534)/900 = 0.0123, which raises w to 1.015×10⁻³, leaving 0.3 %. The plateau formula gives −4.359745/30 − 4.7084/1.0805 = −0.145 − 4.358 = −4.503 aJ against the computed −4.441 aJ, on the way to −4.708 aJ and about thirty times the self term. The program tests w and the plateau through order B to 3 % for 1s and 2s in all three systems.

For the lowest unoccupied s orbital, r aKψ/(kψ) at 14a₀ is −2.2×10⁻⁹ (Ne HF), −1.2×10⁻⁸ (LDA0) and −2.6×10⁻¹⁰ (Na⁺), and the dipole formula is tested there to 10⁻³ relative. For the neutral atoms ψ is a box state, and these values belong to the wall at 40a₀. A wall at 400a₀ changes them to −1.8×10⁻⁹ (Ne HF) and −1.05×10⁻⁸ (LDA0), while the Na⁺ value does not move. The total rv/k at 20a₀ is 0.000000, −0.000002 and −1.000000, that is −Q.

Ne in HF has no negative unoccupied s, p or d level in the box. The lowest s level is 0.06003, 0.02570 and 0.01419 aJ for walls at 20, 30 and 40a₀, and the offsets b obtained from them are 56.54, 56.49 and 56.47 pm. The near constancy of b, tested between the last two walls, marks a box state of an electron outside a neutral core.

LDA0 also shows no negative level at 40a₀, but its s level of 0.00486 aJ lies below the empty-box value 4.359745 × π²/(2 × 40²) = 0.01345 aJ, so a constant small offset does not describe it. A wall raises levels, so one box size does not settle whether the level is bound. Walls out to 400a₀ still give no negative level, and the zero-energy solution ψ ∝ r − b has b ≈ −130a₀. The level is unbound but close to binding, and since ηb is not small, b from the box formula drifts with R. The cause is the local Slater and PW92 attraction, which acts on unoccupied orbitals too. With the rest of the operator frozen, dropping v_c gives b ≈ −4.5a₀, and dropping both local terms gives b ≈ +1.5a₀.

Na⁺ has the same shells with Q = 1 and binds 4 s, 4 p and 3 d levels within the box. For 3s, √[4.359745/(2 × 0.79261)] = 1.6584 and δ = 1.3416, with ε = −0.79261 aJ = −4.947 eV. For 4s, √[4.359745/(2 × 0.30565)] = 2.6706 and δ = 1.3294. The 3d level, −0.24269 aJ, lies 0.2 % below the hydrogenic −4.359745/18 = −0.24221 aJ. These are levels of charge Q = 1. The tempting solution assigns them charge Q + a = 2, the value found for the 2p orbital of the same ion, which would make the hydrogenic 3d level four times deeper.

Values computed for the example and the checks

```
k = 2.307078e-28 J m, a0 = 52.9177 pm, k/a0 = 4.359745 aJ = 27.2114 eV
radii 10,14,20,30,40 a0 = 529.2 740.8 1058.4 1587.5 2116.7 pm
c(1,0,1),c(1,2,1),c(1,1,0),c(0,1,1) = 1.0000 0.4000 0.3333 1.0000
--- Ne HF: a = 1.0, Q = 0, E = -560.4325 aJ
Gaussian basis: E = -560.4325 aJ, eps_2p = -3.70757 aJ
eps 1s 2s 2p = -142.87948 -8.41601 -3.70757 aJ; eps_2p = -23.141 eV
kappa = 24.6450 1/nm, beta = 0.7668, <r^2>_2p = 3440.0 pm^2
|d_1s|,|d_2s| = 4.66 47.78 pm; D_1s,D_2s = 139.1719 4.7084 aJ
2p r*aKu/(k u), 10,20,30 a0: -1.005374 -1.001265 -1.000556
   asymptotic formula      : -1.005166 -1.001260 -1.000555
2p exchange tail at 30 a0 = -0.14541 aJ = -0.9076 eV
tail charge from u_2p(30 a0)/u_2p(20 a0): 1.0008, Q+a = 1.0000
30 a0: |u2s/u2p| = 1.0182e-03 vs 1.0037e-03; aKu2s/u2s = -4.441 vs -4.503 aJ
s virtual: r*aK psi/(k psi) at 14 a0 = -2.17e-09; total r*v/k at 20 a0 = 0.000000
bound virtuals s,p,d in 40 a0 box: [0, 0, 0] ; lowest: 0.01419 0.02753 0.04526 aJ
  wall at 20 a0: lowest s virtual = 0.06003 aJ, offset b = 56.54 pm
  wall at 30 a0: lowest s virtual = 0.02570 aJ, offset b = 56.49 pm
  wall at 40 a0: lowest s virtual = 0.01419 aJ, offset b = 56.47 pm
--- Ne LDA0: a = 0.25, Q = 0, E = -560.1902 aJ
Gaussian basis: E = -560.1902 aJ, eps_2p = -2.60809 aJ
eps 1s 2s 2p = -134.87767 -6.47902 -2.60809 aJ; eps_2p = -16.278 eV
kappa = 20.6702 1/nm, beta = 0.2286, <r^2>_2p = 3559.7 pm^2
|d_1s|,|d_2s| = 4.72 48.15 pm; D_1s,D_2s = 132.2696 3.8709 aJ
2p r*aKu/(k u), 10,20,30 a0: -0.251341 -0.250321 -0.250142
   asymptotic formula      : -0.251291 -0.250320 -0.250142
2p exchange tail at 30 a0 = -0.03635 aJ = -0.2269 eV
tail charge from u_2p(30 a0)/u_2p(20 a0): 0.2502, Q+a = 0.2500
30 a0: |u2s/u2p| = 3.1345e-04 vs 3.0803e-04; aKu2s/u2s = -3.552 vs -3.613 aJ
s virtual: r*aK psi/(k psi) at 14 a0 = -1.19e-08; total r*v/k at 20 a0 = -0.000002
bound virtuals s,p,d in 40 a0 box: [0, 0, 0] ; lowest: 0.00486 0.02715 0.04522 aJ
--- Na+ HF: a = 1.0, Q = 1, E = -704.8703 aJ
eps 1s 2s 2p = -177.70211 -13.40049 -7.83530 aJ; eps_2p = -48.904 eV
kappa = 35.8271 1/nm, beta = 1.0549, <r^2>_2p = 2284.7 pm^2
|d_1s|,|d_2s| = 4.51 40.91 pm; D_1s,D_2s = 169.8668 5.5652 aJ
2p r*aKu/(k u), 10,20,30 a0: -1.003644 -1.000840 -1.000369
   asymptotic formula      : -1.003420 -1.000835 -1.000368
2p exchange tail at 30 a0 = -0.14538 aJ = -0.9074 eV
tail charge from u_2p(30 a0)/u_2p(20 a0): 2.0006, Q+a = 2.0000
30 a0: |u2s/u2p| = 7.5405e-04 vs 7.3954e-04; aKu2s/u2s = -5.112 vs -5.209 aJ
s virtual: r*aK psi/(k psi) at 14 a0 = -2.64e-10; total r*v/k at 20 a0 = -1.000000
bound virtuals s,p,d in 40 a0 box: [4, 4, 3] ; lowest: -0.79261 -0.47712 -0.24269 aJ
  3s,4s = -0.79261 -0.30565 aJ; defects 1.3416 1.3294; 3s = -4.947 eV
  3d = -0.24269 aJ, hydrogenic n=3 = -0.24221 aJ
--- model spin density exp(-alpha r)/a0^3, alpha = 41.3404 1/nm
B88: alpha r^2 v/k at 1e4 a0 = -2.4992; r v/k at 30 a0 = -0.0343
PBE: v/v_LDA at 30 a0 = 1.804000; r v/k at 30 a0 = -2.12e-08
```
